The Second-Order Dyson Equation as a Hermitian Eigenproblem, part 2

Ionization energies follow from the second-order self-energy Σ, by a root search or by diagonalizing an energy-independent matrix H. The algebra uses atomic units; a removal pole lies at minus the ionization energy.

The reference is a closed-shell Hartree–Fock determinant with n real spin orbitals of energies ε_p, which form the diagonal matrix ε. Orbitals i, j are occupied, a, b virtual, p any; a_p and a_p† remove and add an electron, |0⟩ is the exact ground state, and ⟨pq||rs⟩ = ⟨pq|rs⟩ − ⟨pq|sr⟩. Configurations K have two particles and one hole (2p1h) or two holes and one particle (2h1p):

for K = (i, a<b): D_K = ε_a + ε_b − ε_i, V_pK = ⟨pi||ab⟩,

for K = (a, i<j): D_K = ε_i + ε_j − ε_a, V_pK = ⟨pa||ij⟩.

D is the diagonal matrix of the D_K, and

H = [[ε, V], [Vᵀ, D]],

Σ(z) = V (z − D)⁻¹ Vᵀ,

G(z) = [z − ε − Σ(z)]⁻¹.

**Lemma 1** proves this Σ, with its positive sign; the H4 test (four hydrogen atoms) checks it.

**Theorem.** (a) G(z) is the one-particle block of (z − H)⁻¹. (b) All poles E_n of G are real and simple. (c) The residue matrix R_n at each pole satisfies 0 ≤ cᵀR_n c ≤ cᵀc for every real vector c. (d) Σ_n R_n = 1.

Statement (c) limits the eigenvalues of R_n, not its trace.

A unit eigenvector of H is (x, y), with eigenvalue E, one-particle part x and pole strength Z = xᵀx.

**Proposition 1.** If E coincides with no D_K, the Dyson equation [ε + Σ(E)]x = Ex holds and, with u = x/√Z,

Z = 1/(1 − s), s = uᵀΣ′(E)u ≤ 0.

**Remark 2.** If P keeps the first n components of a vector,

Σ_n E_n R_n = PHPᵀ = ε,

Σ_n E_n² R_n = PH²Pᵀ = ε² + VVᵀ.

Orbital p has weight (R_n)_pp in pole n.

The gap of Σ runs from L, the highest 2h1p energy, to U, the lowest 2p1h energy.

**Proposition 3 (configurations that remain dark).** For a closed-shell reference, each choice of distinct spatial orbitals (a<b, i) or (i<j, a) gives one eigenvector of H in the spin-up sector with no one-particle part. The spin-up sector consists of the configurations that can couple to a spin-up orbital; they have total spin projection +½ for 2p1h and −½ for 2h1p.

*Proof.* Spin-up and spin-down orbitals have the same spatial functions. For 2p1h, three configurations have projection +½, and all have energy ε_a + ε_b − ε_i. Let A = ⟨pi|ab⟩ and B = ⟨pi|ba⟩ be integrals over spatial orbitals. The couplings to a spin-up orbital p are

a up, b down, i down: A,

a down, b up, i down: −B,

a up, b up, i up: A − B.

The combination with coefficients (1, 1, −1)/√3 has the coupling

[A − B − (A − B)]/√3 = 0

for every p. Since the three energies are equal and D is diagonal, it is an eigenvector of H. The 2h1p case has the same form, with A = ⟨pa|ij⟩ and B = ⟨pa|ji⟩; there the three configurations (i up, j down, a down), (i down, j up, a down) and (all up) have projection −½. ∎

This combination is the quartet, with total spin 3/2. For 2p1h, apply the spin-lowering operator to the configuration with a up, b up, i down, which has projection +3/2. It turns each spin-up creation operator into a spin-down one and the spin-down annihilation operator into minus the spin-up one, which gives the coefficients (1, 1, −1). The raising operator does the same for 2h1p. Adding one electron to a singlet, or removing one from it, produces a doublet, and a spin-independent interaction cannot connect the two.

**Example: water in a small basis**

The molecule has O–H distances of 0.96 angstrom and an angle of 105 degrees, both chosen as round values. The basis is 6-31G, and all ten electrons are correlated. There are 13 spatial orbitals, 5 of them occupied and 8 virtual. Since the couplings conserve spin projection, the spin-up problem can be treated alone, with n = 13.

The number of 2p1h configurations is 8·8·5 = 320 with virtual orbitals of opposite spin and 28·5 = 140 with equal spin, together 460. For 2h1p it is 5·5·8 = 200 and 10·8 = 80, together 280. The dimension of H is

13 + 460 + 280 = 753.

Proposition 3 predicts 28·5 + 10·8 = 220 dark quartets. The calculation finds 302 eigenvectors with strength below 10⁻¹², so 82 more are dark. Spatial symmetry accounts for them. With the molecule in the yz plane, the occupied orbitals comprise 3 of symmetry A1, 1 of B1 and 1 of B2, and the virtual ones 4, 1 and 3. No orbital has the fourth symmetry, A2. A configuration with one orbital from each of A1, B1 and B2 has A2 symmetry, so it can couple to no orbital. There are 9 + 12 + 4 = 25 such choices of spatial orbitals for 2p1h and 4 + 3 + 9 = 16 for 2h1p. Each choice has three spin configurations and hence three dark eigenvectors, one of which is a quartet already counted. The other two give 2·(25 + 16) = 82.

The three outermost ionization energies are as follows. The Koopmans value is minus the orbital energy.

Orbital 5: Koopmans 13.63 eV, Dyson 10.86 eV, Z = 0.915.

Orbital 4: Koopmans 15.22 eV, Dyson 12.89 eV, Z = 0.920.

Orbital 3: Koopmans 19.31 eV, Dyson 18.08 eV, Z = 0.938.

These values belong to the 6-31G basis and are not converged. In cc-pVTZ the Dyson values are 11.52, 13.77 and 18.19 eV, higher by 0.66, 0.88 and 0.11 eV, and the strengths fall by about 0.02 to 0.897, 0.902 and 0.917.

The first Dyson value is 0.399 hartree. The slope of the self-energy at that pole, found by finite differences, is −0.0932, and Proposition 1 gives

Z = 1/(1 + 0.0932) = 0.9147.

The eigenvector itself gives 0.9147 for the one-particle part, 0.0082 for 2p1h and 0.0771 for 2h1p. These add up to one. The eigenvector is thus mainly of one-particle type, and most of the remainder is of 2h1p type. These numbers are not the composition of the ion's wavefunction, since a 2p1h configuration has two electrons more than the ion.

The pole has moved up in energy by 13.63 − 10.86 = 2.77 eV. It lies above all 2h1p energies and below all 2p1h energies, so the former push it up and the latter push it down. Orbital 5 carries 0.9139/0.9147 = 0.999 of uᵀu. If u is taken to be this orbital alone, the Dyson equation says that the upward push exceeds the downward one by about 2.8 eV.

The measured value is about 12.6 eV, which is closer to the Koopmans value. The theorem guarantees real energies and proper weights, but not accurate energies. Higher orders and a larger basis are both missing here, and this calculation does not separate their effects.

The unit weight of orbital 5 is divided as

0.9139 (main pole) + 0.0773 (other removal poles) + 0.0088 (addition poles) = 1.0000.

The mean energy over all these poles is −13.63 eV, equal to the orbital energy, as Remark 2 requires. For the exact function the addition weight of orbital p is ⟨0|a_p a_p†|0⟩, one minus its occupation. Read in the same way, the small weight on the addition side indicates an orbital that is not completely filled. Its size depends on the basis: it rises from 0.0088 to 0.016 in cc-pVTZ.

If both spins are kept, the outermost pole is doubly degenerate. Its residue matrix has the eigenvalue 0.9147 twice, and its trace is 1.83. This is the case for which the theorem limits the eigenvalues and not the trace.

**The inner-valence line**

Orbital 2 has a Koopmans energy of 36.85 eV. Two poles carry most of its weight:

34.02 eV, weight 0.678,

32.43 eV, weight 0.210.

Together they hold 0.888, and the remaining 0.112 is spread over other poles. In this basis no single pole can be identified with the orbital in the way that was possible for orbitals 3 to 5. The weaker pole consists to 77% of the highest 2h1p configuration, of energy 2ε₅ − ε₆, and this energy follows the lowest virtual orbital, which depends strongly on the basis. In cc-pVTZ the two poles lie at 32.53 eV (weight 0.755) and 31.15 eV (0.099), and in aug-cc-pVDZ the two strongest lie at 32.08 eV (0.756) and 33.90 eV (0.061).

This affects the choice of method. The gap of the self-energy runs from L = −32.80 eV to U = 24.69 eV and contains six poles, four of them removal poles. Three are the outer-valence lines. The fourth is the pole at −32.43 eV, which is the weaker of the two inner-valence components. The stronger one, at −34.02 eV, lies outside the gap, among the poles of Σ. A search confined to the gap would, in this basis, report the weaker component and miss the stronger. The limits of the gap depend on the basis: L and U are −31.30 and 21.45 eV in cc-pVTZ, and −28.67 and 15.78 eV in aug-cc-pVDZ, where both of the strongest components lie below L. Diagonalizing H gives both, with their weights.

The positions of such satellites should not be trusted closely. In second order D is diagonal and contains only sums and differences of orbital energies. The interaction of the two holes with each other and with the excited electron is absent, and a change of D_K by an electronvolt could rearrange two components that are only 1.6 eV apart.

**Sum rule and electron number**

The sum rule can be tested without the eigenvectors. A closed contour around all poles, applied to the inverted Dyson equation, must give

(1/2πi) ∮ G(z) dz = Σ_n R_n = 1.

The largest deviation of any element from the unit matrix was about 3 × 10⁻¹⁶. The first and second moments of Remark 2 passed the same kind of test. The trace says that the spin-up strengths sum to 13, the number of orbitals. It does not say how this total is divided between removal and addition.

The electron number is the strength of the removal poles alone. Let μ be an energy that separates the two groups. The odd imaginary part of 1/(μ + iν − E) integrates to zero, and the real part gives

(1/2π) ∫ (μ − E)/[(μ − E)² + ν²] dν = ½ for E < μ, and −½ for E > μ.

Multiplying by the strengths, summing over poles and using the total strength n gives the spin-up electron number

N_up = n/2 + (1/2π) ∫ Re Tr G(μ + iν) dν.

For both spins, this integral and the direct sum of strengths agree on 10.0011 electrons. The excess of 0.0011 is therefore a property of the approximation and not an error of integration. Its size depends on the basis: it is 0.0043 in cc-pVTZ and 0.0057 in aug-cc-pVDZ. Nothing in the theorem forces the removal strengths to sum to ten.

**Where the result fails: the sign of the self-energy**

Take one orbital with energy e and one configuration with energy d, coupled by g. Let σ = +1 for the correct sign of the self-energy and σ = −1 for the reversed sign:

G(z) = 1/[z − e − σg²/(z − d)] = (z − d)/[(z − e)(z − d) − σg²].

Setting the denominator to zero and differentiating it gives the poles and residues

E = (e + d)/2 ± √[(e − d)²/4 + σg²],

R = (E − d)/(2E − e − d).

For e = −30 eV, d = −32 eV and g = 2 eV, the correct sign gives

E = −31 ± √(1 + 4) eV = −28.76 and −33.24 eV,

with residues 0.724 and 0.276. If e = d, both residues are ½, however small g may be, provided it is not zero.

With the reversed sign the poles become

E = −31 ± √(1 − 4) eV = −31 ± 1.73i eV.

They are complex whenever |e − d| < 2|g|. Moving the configuration to d = −36 eV makes them real again, at −30.76 and −35.24 eV, but the residues are then 1.171 and −0.171. These still sum to one, because the sum depends only on G approaching 1/z at large z. A correct sum is therefore no proof that the individual strengths are acceptable; that requires the positive sign found in Lemma 1.

**Remark 4 (what may be changed).** The proof of parts (b) to (d) uses only the symmetry of H. It remains valid if a real symmetric, energy-independent term is added to ε, or if D is replaced by a symmetric matrix that couples the configurations. The first change alters the mean energies of Remark 2, and the second can describe interactions among the holes and particles.

The proof also covers the diagonal approximation, in which each orbital is treated with Σ_pp alone: H then has one orbital and the corresponding row of V. If the orbitals are complex, Vᵀ becomes V† and H is Hermitian. If an approximation gives unequal couplings in the two off-diagonal blocks, the proof no longer applies, and real poles and proper strengths must be established separately.

The numerical output follows the text.

Computed values

```
H4 test: relative error of second-order self-energy 4.2e-09
water: O-H 0.96 angstrom, angle 105.0 degrees, 6-31G
Hartree-Fock total energy -2067.633 eV
spatial orbitals 13, occupied 5
spin-up sector: 2p1h 460, 2h1p 280, matrix dimension 753
decoupled eigenvectors 302, of which quartets 220
highest 2h1p energy -32.796 eV
lowest 2p1h energy 24.694 eV
poles between them 6, of which removal 4
orbital 5: Koopmans 13.633 eV, Dyson 10.859 eV, Z 0.9147, slope -0.0932
orbital 4: Koopmans 15.219 eV, Dyson 12.891 eV, Z 0.9199, slope -0.0870
orbital 3: Koopmans 19.306 eV, Dyson 18.078 eV, Z 0.9383, slope -0.0658
orbital 5 Dyson ionization energy 0.39907 hartree
its eigenvector: one-particle 0.9147, 2p1h 0.0082, 2h1p 0.0771
trace of its residue matrix with both spins 1.8295
orbital 5 weight: main pole 0.9139, other removal 0.0773, addition 0.0088, sum 1.000000
orbital 5 mean pole energy -13.633 eV, orbital energy -13.633 eV
orbital 2 (inner valence): Koopmans 36.854 eV
  pole at ionization energy 34.021 eV, orbital-2 weight 0.6784
  pole at ionization energy 32.428 eV, orbital-2 weight 0.2100
  pole at ionization energy 86.123 eV, orbital-2 weight 0.0228
  pole at ionization energy 65.166 eV, orbital-2 weight 0.0215
sum of all spin-up strengths 13.000000
electrons from removal poles, both spins 10.00109
same from vertical-line integral 10.00109
largest error, resolvent against Dyson inverse 3.5e-13 per hartree
largest error, contour sum rule 3.3e-16
largest error, root search 2.5e-13 eV
contour above real axis, largest element 9.4e-17
model: e -30.0 eV, g 2.0 eV, d -32.0 eV
  correct sign: pole -33.2361 eV, residue 0.2764
  correct sign: pole -28.7639 eV, residue 0.7236
  reversed sign: pole -31.0000 +1.7321 i eV
  reversed sign: pole -31.0000 -1.7321 i eV
model with d -36.0 eV
  reversed sign: pole -35.2361 eV, residue -0.1708
  reversed sign: pole -30.7639 eV, residue 1.1708
```
